# Splitting of a 180-degree ferroelectric wall near a first-order transition: test program

```python
"""
Result under test: the 180-degree wall of the sextic Landau energy
    f(P) = a P^2/2 - b P^4/4 + c P^6/6,  gradient energy g (dP/dx)^2 / 2,
is P(x) = Ps sinh(x/xi) / sqrt(sinh(x/xi)^2 + Lam), and near coexistence it
splits into two interfaces around a paraelectric layer of width
    d ~ xi_c ln[4 (Tc - T0)/(Tc - T)].
Symbols: Ps bulk polarization; q = 2 Ps^2 - 3b/(2c); Lam = 1 + Ps^2/q;
xi length in the profile; d distance between the points |P| = Ps/sqrt(2);
d10 width of the region |P| < 0.1 Ps; sigma wall energy per area;
K elastic clamping coefficient, energy K (P^2 - Ps^2)^2 / 2.
Scaled units for tests: b = 4, c = 3, g = 1, so a = 1, Pc = 1, xi = 1
at coexistence.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def landau(P, a, b, c):
    return a * P**2 / 2 - b * P**4 / 4 + c * P**6 / 6


def bulk_polarization_from_roots(a, b, c):
    """Largest real stationary point, found numerically."""
    u = np.roots([c, -b, a])
    return float(np.sqrt(np.max(u.real)))


def wall(a, b, c, g, K=0.0):
    """Derived closed formulas for the wall."""
    us = (b + np.sqrt(b * b - 4 * a * c)) / (2 * c)
    q = 2 * us - 1.5 * b / c + 3 * K / c
    ps = np.sqrt(us)
    root = np.sqrt(us + q)
    xi = np.sqrt(3 * g / c) / (ps * root)
    lam = 1 + us / q
    integral = (ps * root * (2 * us - q)
                + q * (4 * us + q) * np.arcsinh(ps / np.sqrt(q))) / 8
    return dict(ps=ps, q=q, xi=xi, lam=lam,
                d=2 * xi * np.arcsinh(np.sqrt(lam)),
                d10=2 * xi * np.arcsinh(np.sqrt(lam / 99)),
                sigma=2 * np.sqrt(g * c / 3) * integral)


def profile(x, w):
    s = np.sinh(x / w["xi"])
    return w["ps"] * s / np.sqrt(s * s + w["lam"])


def relax_half_wall(tau, h, n, bond_centred=False):
    """Minimize the discretized energy of an odd wall in scaled units.

    The start is a plain tanh; damped Newton steps must lower the energy.
    Returns positions, polarization and the energy of the full wall.
    """
    ps = bulk_polarization_from_roots(tau, 4.0, 3.0)
    f_bulk = landau(ps, tau, 4.0, 3.0)
    x = (np.arange(n) + (0.5 if bond_centred else 1.0)) * h
    centre = 2.0 if bond_centred else 1.0
    p = ps * np.tanh(x)

    def energy(v):
        steps = np.diff(np.append(v, ps))
        return (h * np.sum(landau(v, tau, 4.0, 3.0) - f_bulk)
                + np.sum(steps**2) / (2 * h) + centre * v[0]**2 / (2 * h))

    e = energy(p)
    damping = 1.0
    converged = False
    for _ in range(5000):
        steps = np.diff(np.append(p, ps))
        grad = h * (tau * p - 4 * p**3 + 3 * p**5) - steps / h
        grad[1:] += steps[:-1] / h
        grad[0] += centre * p[0] / h
        if np.max(np.abs(grad)) / h < 1e-9:
            converged = True
            break
        band = np.zeros((3, n))
        band[0, 1:] = -1 / h
        band[2, :-1] = -1 / h
        band[1] = h * (tau - 12 * p**2 + 15 * p**4 + damping) + 2 / h
        band[1, 0] += (centre - 1) / h
        trial = p - solve_banded((1, 1), band, grad)
        e_trial = energy(trial)
        if np.isfinite(e_trial) and e_trial <= e + 1e-12:
            p, e = trial, e_trial
            damping = max(damping * 0.2, 1e-14)
        else:
            damping *= 4
    assert converged, "relaxation did not converge"
    total = 2 * e
    if not bond_centred:
        total += h * (0.0 - f_bulk)
        x, p = np.append(0.0, x), np.append(0.0, p)
    return x, p, total


# ---------- symbolic factorization of f(P) - f(Ps) ----------
u, us_, b_, c_ = sp.symbols("u us b c", positive=True)
a_ = b_ * us_ - c_ * us_**2          # stationarity of f at P^2 = us


def f_sym(v):
    return a_ * v / 2 - b_ * v**2 / 4 + c_ * v**3 / 6


q_ = 2 * us_ - sp.Rational(3, 2) * b_ / c_
assert sp.expand(f_sym(u) - f_sym(us_)
                 - c_ / 6 * (u - us_)**2 * (u + q_)) == 0
assert sp.expand(a_ - c_ / 3 * us_ * (us_ - 2 * q_)) == 0

# ---------- coexistence found numerically, general coefficients ----------
b, c, g = 1.7, 0.6, 0.9
a_co = brentq(lambda a: landau(bulk_polarization_from_roots(a, b, c),
                               a, b, c), 0.01, 0.249 * b * b / c)
assert abs(a_co / (3 * b * b / (16 * c)) - 1) < 1e-9
assert abs(bulk_polarization_from_roots(a_co, b, c)**2
           / (3 * b / (4 * c)) - 1) < 1e-8

# ---------- profile against quadrature, without and with clamping ----------
for frac in (-0.7, 0.8, 0.98):
    for K in (0.0, 0.15):
        a = frac * a_co
        ps = bulk_polarization_from_roots(a, b, c)
        w = wall(a, b, c, g, K)

        def excess(P):
            return (landau(P, a, b, c) - landau(ps, a, b, c)
                    + K * (P * P - ps * ps)**2 / 2)

        for part in (0.3, 0.7, 0.95):
            x_quad = quad(lambda P: np.sqrt(g / (2 * excess(P))),
                          0, part * ps, epsabs=1e-11, limit=200)[0]
            assert abs(profile(x_quad, w) / (part * ps) - 1) < 1e-6
        s_quad = 2 * quad(lambda P: np.sqrt(2 * g * max(excess(P), 0.0)),
                          0, ps, epsabs=1e-11, limit=200)[0]
        assert abs(w["sigma"] / s_quad - 1) < 1e-6

# ---------- relaxed wall: shape, widths, energy ----------
STEP, SITES = 0.02, 700
worst_profile = 0.0
near_coexistence = []
for tau in (-1.0, 0.5, 0.9, 0.999, 0.9999):
    x, p, e = relax_half_wall(tau, STEP, SITES)
    w = wall(tau, 4.0, 3.0, 1.0)
    worst_profile = max(worst_profile, np.max(np.abs(p - profile(x, w))))
    assert abs(e / w["sigma"] - 1) < 1e-3
    d_num = 2 * np.interp(w["ps"] / np.sqrt(2), p, x)
    d10_num = 2 * np.interp(0.1 * w["ps"], p, x)
    assert abs(d_num - w["d"]) < 2e-3
    assert abs(d10_num - w["d10"]) < 2e-3
    if tau > 0.99:
        assert abs(d_num - np.log(4 / (1 - tau))) < 0.02
        near_coexistence.append((1 - tau, d_num, d_num - d10_num))
assert worst_profile < 1e-3          # grid error is of order STEP squared
# d - d10 reaches its limit only for Lam >> 99: test the closest wall,
# and require that the gap shrinks on the way there
gaps = [abs(row[2] - np.log(99)) for row in near_coexistence]
assert gaps[1] < gaps[0]
assert gaps[1] < 0.03
# each half of the split wall is a single phase boundary
single = 1 / np.sqrt(1 + np.exp(-2 * (x - d_num / 2)))
assert np.max(np.abs(p - single)) < 0.03
law_errors = [abs(wall(1 - s, 4.0, 3.0, 1.0)["d"] - np.log(4 / s))
              for s in (1e-2, 1e-3, 1e-4)]
assert law_errors[0] > law_errors[1] > law_errors[2]
assert law_errors[2] < 3e-3

# ---------- slope has two maxima only for a > 0 ----------
for tau in (-0.2, 0.2):
    x, p, e = relax_half_wall(tau, STEP, SITES)
    steepest = int(np.argmax(np.diff(p)))
    assert (steepest > 0) == (tau > 0)

# ---------- above coexistence the interface runs to the box edge ----------
for sites in (500, 800):
    x, p, e = relax_half_wall(1.05, STEP, sites)
    ps = bulk_polarization_from_roots(1.05, 4.0, 3.0)
    assert np.interp(ps / np.sqrt(2), p, x) > sites * STEP - 4

# ---------- energy limit and repulsion between the interfaces ----------
one_interface = quad(lambda P: np.sqrt(2 * max(landau(P, 1, 4, 3), 0.0)),
                     0, 1)[0]
assert abs(one_interface - 0.25) < 1e-8
assert abs(wall(1 - 1e-6, 4.0, 3.0, 1.0)["sigma"]
           - 2 * one_interface) < 1e-4


def speed(P, pressure):
    return np.sqrt(2 * max(landau(P, 1, 4, 3), 0.0) + 2 * pressure)


forced_width = 10.0
P_half = 1 / np.sqrt(2)
opts = dict(epsabs=1e-12, epsrel=1e-11, limit=400, points=[0.01, 0.05])
pressure = brentq(lambda e: quad(lambda P: 1 / speed(P, e), 0, P_half,
                                 **opts)[0] - forced_width / 2,
                  1e-7, 1e-2, xtol=1e-15)
repulsion = (2 * quad(lambda P: speed(P, pressure) - speed(P, 0.0),
                      0, P_half, **opts)[0] - pressure * forced_width)
repulsion_ratio = repulsion / (2 * np.exp(-forced_width))
assert abs(repulsion_ratio - 1) < 0.01
# layer cost near coexistence: (a_c - a) Pc^2 / 2
layer_cost = -landau(bulk_polarization_from_roots(0.999, 4, 3), 0.999, 4, 3)
assert abs(layer_cost / (0.001 / 2) - 1) < 0.01

# ---------- worked example: rough hafnia-zirconia regime ----------
eps0, kB = const.epsilon_0, const.k
T0, Tc, chi_c = 400.0, 700.0, 250.0
Pc, g = 0.17, 3e-10
thickness, cell = 10e-9, 0.5e-9
modulus, mismatch = 200e9, 0.005
screening = 0.01e-9
curie = chi_c * (Tc - T0)
a_c = 1 / (eps0 * chi_c)
b, c = 4 * a_c / Pc**2, 3 * a_c / Pc**4
xi_c = np.sqrt(g / a_c)


def a_of(T):
    return (T - T0) / (eps0 * curie)


print(f"T0 = {T0:.0f} K, Tc = {Tc:.0f} K, Curie constant = {curie:.0f} K")
print(f"susceptibility at Tc, paraelectric = {chi_c:.0f}")
print(f"Pc = {Pc*100:.1f} uC/cm2, g = {g:.2e} J m^3/C^2")
print(f"a_c = {a_c:.4e} J m/C^2")
print(f"b = {b:.4e} J m^5/C^4, c = {c:.4e} J m^9/C^6")
print(f"xi_c = {xi_c*1e9:.4f} nm")
sigma_i = np.sqrt(g * c / 3) * Pc**4 / 4
print(f"single interface energy = {sigma_i*1e3:.3f} mJ/m2")
w300 = wall(a_of(300.0), b, c, g)
us = w300["ps"]**2
curvature = a_of(300.0) - 3 * b * us + 5 * c * us**2
print(f"relative permittivity at 300 K = {1 + 1/(eps0*curvature):.1f}")
grid = np.linspace(0, w300["ps"], 20001)
slope = a_of(300.0) * grid - b * grid**3 + c * grid**5
print(f"uniform switching field at 300 K = {-slope.min()/1e8:.2f} MV/cm")

print("T(K)  Ps(uC/cm2)  xi(nm)  Lam  d(nm)  d10(nm)  sigma(mJ/m2)")
for T in (300.0, 400.0, 600.0, 690.0, 699.0, 699.9):
    w = wall(a_of(T), b, c, g)
    print(f"{T:.1f}  {w['ps']*100:.2f}  {w['xi']*1e9:.3f}  {w['lam']:.2f}"
          f"  {w['d']*1e9:.3f}  {w['d10']*1e9:.3f}  {w['sigma']*1e3:.3f}")
for T in (690.0, 699.0, 699.9):
    d_log = xi_c * np.log(4 * (Tc - T0) / (Tc - T))
    print(f"logarithmic law, d at {T:.1f} K = {d_log*1e9:.3f} nm")
print(f"limit of d - d10 = {xi_c*np.log(99)*1e9:.3f} nm")
print(f"growth of d per tenfold smaller Tc-T = "
      f"{xi_c*np.log(10)*1e9:.3f} nm")

w699 = wall(a_of(699.0), b, c, g)
print("x(nm)  P at 300 K  P at 699 K (uC/cm2)")
for x_nm in (0.0, 0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    print(f"{x_nm:.1f}  {profile(x_nm*1e-9, w300)*100:.3f}"
          f"  {profile(x_nm*1e-9, w699)*100:.3f}")

# ---------- effects left out of the ideal wall ----------
K = modulus * mismatch**2 / Pc**4
print(f"elastic input: modulus {modulus/1e9:.0f} GPa, "
      f"mismatch {mismatch*100:.2f} %")
for T in (300.0, 699.0, 700.0):
    w = wall(a_of(T), b, c, g, K)
    print(f"clamped wall at {T:.0f} K: Lam = {w['lam']:.2f}, "
          f"d = {w['d']*1e9:.3f} nm")
s_limit = np.sqrt(a_c * Pc**2 / (2 * modulus))
for factor in (0.95, 1.05):
    K_try = modulus * (factor * s_limit)**2 / Pc**4
    small = 0.01 * Pc
    rise = (landau(small, a_c, b, c)
            + K_try * ((small**2 - Pc**2)**2 - Pc**4) / 2)
    assert (rise > 0) == (factor < 1)
print(f"largest mismatch with two slope maxima at Tc = "
      f"{s_limit*100:.3f} %")

for T in (300.0, 690.0):
    tau = a_of(T) / a_c
    e_site = relax_half_wall(tau, cell / xi_c, 40)[2]
    e_bond = relax_half_wall(tau, cell / xi_c, 40, True)[2]
    pin = abs(e_site - e_bond) / min(e_site, e_bond)
    print(f"lattice pinning at {T:.0f} K, cell {cell*1e9:.1f} nm = "
          f"{pin*100:.2g} % of wall energy")

variance = quad(lambda k: kB * Tc / (2 * np.pi * sigma_i * k),
                2 * np.pi / thickness, 2 * np.pi / xi_c)[0]
print(f"rms thermal roughness of one interface near Tc, "
      f"{thickness*1e9:.0f} nm patch = {np.sqrt(variance)*1e9:.2f} nm")
shift = 2 * screening / (eps0 * thickness) * eps0 * curie
print(f"screening length per electrode = {screening*1e9:.2f} nm")
print(f"screening shift for a uniform domain = {shift:.0f} K")
print(f"test: largest profile error = {worst_profile:.1e} Pc")
for distance, width, edge in near_coexistence:
    print(f"test: relaxed wall at (Tc-T)/(Tc-T0) = {distance:.4f}: "
          f"d = {width:.4f} xi_c, d-d10 = {edge:.4f} xi_c")
print(f"test: limit of d-d10 = {np.log(99):.4f} xi_c")
print(f"test: repulsion, computed/formula = {repulsion_ratio:.5f}")
print("success")
```

It prints:

```
T0 = 400 K, Tc = 700 K, Curie constant = 75000 K
susceptibility at Tc, paraelectric = 250
Pc = 17.0 uC/cm2, g = 3.00e-10 J m^3/C^2
a_c = 4.5176e+08 J m/C^2
b = 6.2528e+10 J m^5/C^4, c = 1.6227e+12 J m^9/C^6
xi_c = 0.8149 nm
single interface energy = 2.660 mJ/m2
relative permittivity at 300 K = 20.8
uniform switching field at 300 K = 1.11 MV/cm
T(K)  Ps(uC/cm2)  xi(nm)  Lam  d(nm)  d10(nm)  sigma(mJ/m2)
300.0  20.20  0.459  2.71  1.168  0.151  24.829
400.0  19.63  0.499  3.00  1.314  0.173  20.882
600.0  18.14  0.642  5.12  1.998  0.290  11.916
690.0  17.14  0.789  32.23  3.848  0.858  6.351
699.0  17.01  0.812  302.25  5.766  2.152  5.463
699.9  17.00  0.815  3002.25  7.652  3.922  5.338
logarithmic law, d at 690.0 K = 3.901 nm
logarithmic law, d at 699.0 K = 5.778 nm
logarithmic law, d at 699.9 K = 7.654 nm
limit of d - d10 = 3.745 nm
growth of d per tenfold smaller Tc-T = 1.876 nm
x(nm)  P at 300 K  P at 699 K (uC/cm2)
0.0  0.000  0.000
0.5  12.629  0.641
1.0  18.902  1.527
2.0  20.183  5.405
3.0  20.201  12.864
4.0  20.201  16.496
6.0  20.201  17.010
elastic input: modulus 200 GPa, mismatch 0.50 %
clamped wall at 300 K: Lam = 2.17, d = 1.000 nm
clamped wall at 699 K: Lam = 3.59, d = 1.930 nm
clamped wall at 700 K: Lam = 3.61, d = 1.938 nm
largest mismatch with two slope maxima at Tc = 0.571 %
lattice pinning at 300 K, cell 0.5 nm = 0.13 % of wall energy
lattice pinning at 690 K, cell 0.5 nm = 0.008 % of wall energy
rms thermal roughness of one interface near Tc, 10 nm patch = 1.20 nm
screening length per electrode = 0.01 nm
screening shift for a uniform domain = 150 K
test: largest profile error = 5.9e-05 Pc
test: relaxed wall at (Tc-T)/(Tc-T0) = 0.0010: d = 8.2886 xi_c, d-d10 = 4.5435 xi_c
test: relaxed wall at (Tc-T)/(Tc-T0) = 0.0001: d = 10.5959 xi_c, d-d10 = 4.5898 xi_c
test: limit of d-d10 = 4.5951 xi_c
test: repulsion, computed/formula = 0.99873
success
```
